# Stopping the growth of a mixed-conducting scale with applied voltage

## Problem

A compact oxide scale of thickness $L$ separates a metal at $x=0$ from an oxidizing gas at $x=L$. It conducts both metal ions $M^{z+}$ and electrons. The ionic and electronic conductivities $\sigma_i$ and $\sigma_e$ are uniform.

An inert porous electrode on the gas face passes electrons and admits gas. Both contacts are reversible: electrons are in equilibrium with the leads, and the chemical potential $\mu_M$ of the metal is fixed at each face. Temperature is uniform, and composition adjusts much faster than thickness changes.

(a) What voltage between the faces stops growth, and with which polarity?

(b) What electronic current density then flows, and how does it vary with thickness?

(c) Evaluate both for CoO on cobalt at 1473 K in 0.2 atm of oxygen, and judge whether the stop could be realized. Use the rough typical values $\sigma_i=3\times10^{-4}$ S/cm and $\sigma_e=5$ S/cm, and a pressure of $10^{-9}$ atm for coexistence of Co and CoO.

## Hints

1. Growth needs a flux of metal ions. It does not need a net electric current.
2. A voltmeter with identical leads compares electrochemical potentials of electrons, so use these in place of the electrostatic potential.
3. Write the ion's electrochemical potential in terms of $\mu_M$ and that of the electron.
4. In the quasi-steady state each current is the same at every $x$. Integrate across the scale.

## Solution

### The two currents

Let $\eta_i$ and $\eta_e$ be the molar electrochemical potentials of ions and electrons, and $F$ the Faraday constant. Positive current points from metal to gas. The linear transport laws are

$$
j_i=-\frac{\sigma_i}{zF}\frac{d\eta_i}{dx},\qquad
j_e=+\frac{\sigma_e}{F}\frac{d\eta_e}{dx}.
$$

Both particle fluxes run down their own gradients. The second sign is positive because an electron carries charge $-1$. The potential seen by a voltmeter is $\phi_e=-\eta_e/F$, so

$$
j_e=-\sigma_e\frac{d\phi_e}{dx}.
$$

A metal atom is in local equilibrium with one ion and $z$ electrons:

$$
\mu_M=\eta_i+z\eta_e
\quad\Rightarrow\quad
\eta_i=\mu_M+zF\phi_e .
$$

Inserting this in the ionic law gives

$$
j_i=-\sigma_i\left(\frac{1}{zF}\frac{d\mu_M}{dx}+\frac{d\phi_e}{dx}\right).
$$

The first term drives metal outward, towards its lower chemical potential. The second lets an applied voltage oppose it.

### Integration and the stopping condition

Define

$$
U=\phi_e(L)-\phi_e(0),\qquad
E=\frac{\mu_M(0)-\mu_M(L)}{zF}.
$$

During oxidation $E>0$. Since $j_i$, $j_e$ and the conductivities do not depend on $x$, integration from $0$ to $L$ gives

$$
j_iL=-\sigma_i(-E+U),\qquad j_eL=-\sigma_eU,
$$

or

$$
j_i=\frac{\sigma_i(E-U)}{L},\qquad j_e=-\frac{\sigma_eU}{L}.
$$

The arriving ion flux is $j_i/(zF)$. If $V_m$ is the oxide volume per mole of cations, then

$$
\frac{dL}{dt}=\frac{V_m}{zF}\,j_i=\frac{V_m\sigma_i}{zF}\,\frac{E-U}{L}.
$$

With $\sigma_i>0$, this vanishes if and only if

$$
U=E,\qquad j_e=-\frac{\sigma_eE}{L}.
$$

The gas face must be positive. The current runs inward through the scale, so electrons run outward. Its magnitude is $J_*=\sigma_eE/L$. At fixed temperature, conductivity and gas pressure, the stopping voltage is independent of thickness while the required current falls as $1/L$: ten times the thickness needs one tenth of the current density.

If $U>E$, ions return to the metal and the scale is reduced. If $U=E$ is held, any thickness is arrested.

### Comparison with ordinary growth

At open circuit $j_i+j_e=0$, hence $\sigma_i(E-U)=\sigma_eU$. With $t_i=\sigma_i/(\sigma_i+\sigma_e)$,

$$
U=t_iE,\qquad j_{i,\mathrm{open}}=\frac{\sigma_eU}{L}=\frac{t_i\sigma_eE}{L}.
$$

Substitution in the growth law gives

$$
L\frac{dL}{dt}=k,\qquad k=\frac{V_mt_i\sigma_eE}{zF},
$$

so a scale starting from bare metal obeys Wagner's parabolic law $L^2=2kt$. Also $J_*=j_{i,\mathrm{open}}/t_i$. When $t_i\ll1$, stopping a small ionic current takes a very large electronic one, because the voltage that balances the ions also drives the electrons.

### Voltage for CoO

At fixed oxide activity, equilibrium between Co, oxygen and CoO requires $\mu_M+\tfrac12\mu_{\mathrm{O_2}}$ to be constant. For an ideal gas $\mu_{\mathrm{O_2}}$ varies as $RT\ln p$, so

$$
\mu_M(0)-\mu_M(L)=\tfrac12RT\ln\frac{p_{\rm gas}}{p_{\rm diss}},
$$

where $p_{\rm diss}$ is the coexistence pressure. Division by $2F$ gives

$$
E=\frac{RT}{4F}\ln\frac{p_{\rm gas}}{p_{\rm diss}}
=\frac{0.1269\ \mathrm V}{4}\ln\frac{0.2}{10^{-9}}
=0.607\ \mathrm V .
$$

At a thickness of 10 µm,

$$
J_*=\frac{(5.0\ \mathrm{S/cm})(0.6065\ \mathrm V)}{10\times10^{-4}\ \mathrm{cm}}
=3.0\times10^3\ \mathrm{A/cm^2}.
$$

The open-circuit ionic current is 0.18 A/cm², smaller by the factor $t_i=6.0\times10^{-5}$. For $V_m=11.6$ cm³/mol the corresponding growth rate is 109 nm/s.

At the stop there is no net reaction, so the supplied power becomes heat:

$$
P=J_*E=\frac{\sigma_eE^2}{L}.
$$

| Thickness (µm) | Current (A/cm²) | Heat (W/cm²) |
|---:|---:|---:|
| 1 | 30,000 | 18,000 |
| 10 | 3,000 | 1,800 |
| 100 | 300 | 180 |
| 1000 | 30 | 18 |

### Can the stop be realized?

CoO is a $p$-type oxide that grows on cobalt mainly by cation-vacancy transport, so metal ions and electrons are the carriers, as the model assumes. Taking $E$ as the stopping voltage also supposes that the mobile vacancies carry no trapped holes. In CoO near air many of them probably carry one, since the conductivity is reported to rise more nearly as $p^{1/4}$ than as $p^{1/6}$. For a mixture of singly and doubly charged vacancies only, the stopping voltage lies between the two pure cases, 0.61 and 1.21 V (Variation 2). Mobile neutral vacancies, if present, raise it further, and the upper bound need not then hold. At the same average conductivity, the currents and heating in the table are then low estimates. The material values used here are rough. For thin scales the assumption of uniform, constant temperature fails badly.

Suppose a 10 µm scale sheds all its heat by radiation from one black face to surroundings at 1473 K. The balance $P=\sigma_{\rm SB}(T_s^4-T^4)$, with $\sigma_{\rm SB}$ the Stefan–Boltzmann constant, would require $T_s\approx4300$ K. This is no prediction of a surviving scale: it shows that the isothermal model has failed. With the same cooling, limiting the rise of the radiating face to 10 K would require a thickness of about 2.5 cm. Stopping growth at 10 µm is therefore not practical without extreme heat removal. A thicker scale needs less cooling, in proportion to $1/L$.

Even with one face held at 1473 K, the scale has an internal temperature difference. Count Joule heat alone first. If the other face is insulated and heating is uniform, the heat flux at distance $y$ from the insulated face is $Py/L$. With thermal conductivity $\kappa\approx0.03$ W/(cm K),

$$
\Delta T=\int_0^L\frac{Py}{L\kappa}\,dy=\frac{PL}{2\kappa}
=\frac{\sigma_eE^2}{2\kappa}\approx31\ \mathrm K,
$$

which is independent of thickness. If the conductivity varies as in the next section, Joule heating is strongest near the metal face: the Joule-only difference is then about 45 K with the metal face insulated, or 17 K with the gas face insulated. Joule heat is not the whole balance. With a rough thermopower $S=0.3$ mV/K the Peltier coefficient is $TS\approx0.44$ V, comparable to $E$, and the inward hole current carries heat $JTS$ from the gas face to the metal face. Neglecting the thermopower of the leads, the insulated face of a uniform scale differs from the held face by about $(\sigma_eE/\kappa)(E/2\pm TS)$, with $T$ taken at the insulated face. An insulated metal face is then about 78 K hotter, and an insulated gas face about 14 K colder. This too is independent of thickness, and the total heat is unchanged. The electronic thermopower does not enter the condition $j_i=0$: across 31 K it gives 9 mV, which changes the current by 1.5% and leaves the stopping voltage alone. The stopping voltage does shift, by a few per cent, because the coexistence pressure changes with the temperature of the metal face. Thermal diffusion of the ions, not estimated here, can shift it as well. These figures assume no trapped holes. If every vacancy carried one, the Joule part of the temperature differences at the same average conductivity would be three to four and a half times as large and the Peltier part about twice as large, and the corrections to the voltage would matter more.

The voltage must also be controlled at the faces. At 10 µm the scale's area resistance is $L/\sigma_e=2.0\times10^{-4}$ Ω cm². A metal lead 1 mm long, with the same cross-section as the scale and a resistivity of $10^{-4}$ Ω cm, adds $1.0\times10^{-5}$ Ω cm². If the source holds $E$ across both in series, the lead takes $1/21$ of it. Because $t_i\ll1$, the remaining growth rate is very nearly the same fraction, 4.8%, of the open-circuit rate.

Two other neglected effects are small here. The estimated Debye length at the metal face is 1.5 nm, far below $L$, and composition relaxes in a few hundredths of a second (0.05 s for an assumed chemical diffusion coefficient of $2\times10^{-6}$ cm²/s), against an open-circuit growth time $L^2/(2k)$ of 46 s. These and the remaining estimates are in the numerical output.

### If conductivity varies through the scale

Let $\sigma_e$ depend on the local $\mu_M$. At the stop $j_i=0$ everywhere, so $d\phi_e=-d\mu_M/(zF)$ and the stopping voltage is still $E$. Integrating the electronic law gives

$$
J_*L=\int_0^L\sigma_e\,\frac{d\phi_e}{dx}\,dx
=\frac{1}{zF}\int_{\mu_M(L)}^{\mu_M(0)}\sigma_e\,d\mu_M
=\langle\sigma_e\rangle E .
$$

The average is over $\mu_M$, or equivalently over $\ln p$. The $1/L$ law survives, and 5 S/cm must be read as this average.

For dilute, doubly charged vacancies with free holes, mass action makes $ch^2\propto p^{1/2}$, where $c$ and $h$ are the vacancy and hole concentrations. Neutrality requires $h=2c$, hence $h\propto p^{1/6}$. At constant mobility, an average of 5 S/cm then corresponds to 16.6 S/cm at the gas face and 0.69 S/cm at the metal face. Using the gas-face value throughout would overstate the current by a factor of 3.3.

## Variation 1: a fixed current

*An inward current density $J$ is imposed from the start. What thickness results?*

The total current is $-J$:

$$
-J=\frac{\sigma_i(E-U)-\sigma_eU}{L}
\quad\Rightarrow\quad
U=\frac{\sigma_iE+JL}{\sigma_i+\sigma_e}.
$$

Therefore

$$
E-U=\frac{\sigma_eE-JL}{\sigma_i+\sigma_e},\qquad
j_i=t_i\left(\frac{\sigma_eE}{L}-J\right).
$$

With $L_*=\sigma_eE/J$ and the $k$ found above,

$$
\frac{dL}{dt}=k\left(\frac1L-\frac1{L_*}\right).
$$

A thinner scale grows and a thicker one shrinks, so $L_*$ is stable. This differs from holding $U=E$, which prefers no thickness.

Set $\ell=L/L_*$. Then $d\ell/dt=(k/L_*^2)(1-\ell)/\ell$. Starting from bare metal,

$$
\frac{kt}{L_*^2}=\int_0^\ell\frac{s\,ds}{1-s}
=\int_0^\ell\left(\frac1{1-s}-1\right)ds
=-\ln(1-\ell)-\ell .
$$

For $J=300$ A/cm², $L_*=5.0\times0.6065/300$ cm, which is 101 µm. With $k=1.09\times10^{-8}$ cm²/s, 99% of this thickness is reached after 9.4 h in the isothermal model. The final heating is still about 180 W/cm², so strong cooling remains necessary.

## Variation 2: vacancies that carry trapped holes

*The cation has charge $z=2$, but each mobile vacancy has effective charge $-q$. What is the stopping voltage?*

A vacancy with $q=1$ carries one trapped hole. When it moves inward, one metal atom moves outward, but the net charge transferred outward is one unit instead of two. The stopping voltage must therefore be found from the vacancy flux.

Let $\psi$ be the electrostatic potential and $V_T=RT/F$. For dilute vacancies of concentration $c$, zero flux means

$$
\frac{dc}{dx}-\frac{qc}{V_T}\frac{d\psi}{dx}=0
\quad\Rightarrow\quad
\Delta\psi=\frac{V_T}{q}\ln r,\qquad r=\frac{c(L)}{c(0)}.
$$

Neutrality gives a free-hole concentration $h=qc$. The voltmeter potential is $\phi_e=\psi+V_T\ln h$ apart from a constant, so

$$
U=\Delta\psi+V_T\ln r=V_T\,\frac{q+1}{q}\ln r .
$$

Half an oxygen molecule creates one vacancy and $q$ free holes. Mass action is $ch^q\propto p^{1/2}$, hence $c^{q+1}\propto p^{1/2}$ and

$$
\ln r=\frac{1}{2(q+1)}\ln\frac{p_{\rm gas}}{p_{\rm diss}},
\qquad
U=\frac{RT}{2qF}\ln\frac{p_{\rm gas}}{p_{\rm diss}}=\frac{2E}{q}.
$$

For $q=2$ this recovers $U=E$. For $q=1$ it gives 1.21 V. If the average electronic conductivity is held at 5 S/cm, the required current doubles and the heating quadruples at each thickness. The value 0.607 V thus depends on the absence of trapped holes, while the $1/L$ variation holds for either charge.

## Computed values

```
CoO on Co: rough typical inputs
Temperature: 1473 K
Oxygen pressure, gas face: 0.2 atm
Oxygen pressure, metal face: 1.0e-09 atm
Mean ionic conductivity: 3.0e-04 S/cm
Mean electronic conductivity: 5.0 S/cm
Oxide molar volume: 11.6 cm3/mol
Cation charge number: 2
Reference thickness: 10 um
Results of the uniform isothermal model
Thermal voltage RT/F: 0.1269 V
Stopping voltage: 0.6065 V
Ionic transference number: 6.000e-05
Open-circuit voltage: 36.39 uV
Open-circuit ionic current: 0.1820 A/cm2
Open-circuit growth rate: 109.4 nm/s
Growth constant k, L^2=2kt: 1.094e-08 cm2/s
L=1 um: inward current 30327.27 A/cm2
L=1 um: heat 18394.87 W/cm2
L=10 um: inward current 3032.73 A/cm2
L=10 um: heat 1839.49 W/cm2
L=100 um: inward current 303.27 A/cm2
L=100 um: heat 183.95 W/cm2
L=1000 um: inward current 30.33 A/cm2
L=1000 um: heat 18.39 W/cm2
Imposed inward current: 300 A/cm2
Final thickness at that current: 101.1 um
Time from bare metal to 99%: 9.38 h
Neglected effects, at reference thickness
Thermal conductivity (rough): 0.03 W/(cm K)
Temperature difference in scale: 30.7 K
Black one-face radiative balance: 4259 K
Thickness for 10 K radiative rise: 2.51 cm
Thermopower (rough): 0.3 mV/K
Thermoelectric voltage: 9.2 mV
Lead resistivity (rough): 1.0e-04 ohm cm
Metal lead length: 1.0 mm
Scale area resistance: 2.00e-04 ohm cm2
Lead area resistance: 1.00e-05 ohm cm2
Growth left by lead drop: 4.76 %
Stop voltage, one trapped hole: 1.2131 V
Gas-face electronic conductivity: 16.62 S/cm
Metal-face electronic conductivity: 0.687 S/cm
Hole mobility (rough): 0.3 cm2/(V s)
Relative permittivity (rough): 13
Metal-face Debye length: 1.46 nm
Gas-face holes per cation site: 0.67 %
Mean field: 6.07e-04 MV/cm
Ion jump length (rough): 0.3 nm
Jump field energy / 2kT: 1.43e-04
Chemical diffusion (rough): 2.0e-06 cm2/s
Composition relaxation time: 0.0507 s
Open-circuit growth time: 45.7 s
```
